\section*{Polarisability of Ground-State Hydrogen from the Dalgarno-Lewis Equation}

\section{Definitions and conventions}

The system is one electron bound to a fixed point nucleus of charge $+1$, without relativity or spin-dependent forces. Atomic units are used: $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ are all equal to one. Lengths are then measured in bohr ($a_0$) and energies in hartree. The nucleus is at the origin, $r$ is the distance from it, and $\theta$ is the angle from the $z$ axis, so that $z=r\cos\theta$.

The Hamiltonian without a field and its ground state are
\begin{equation}
H_0=-\tfrac12\nabla^2-\frac1r,\qquad
\psi_0=\frac{e^{-r}}{\sqrt\pi},\qquad E_0=-\tfrac12 .
\label{eq:h0}
\end{equation}
To check the eigenvalue, use $\nabla^2 u=u''+2u'/r$ for a function of $r$ alone. This gives $-\tfrac12\nabla^2e^{-r}=(-\tfrac12+1/r)e^{-r}$. The term $-1/r$ in $H_0$ cancels $+1/r$, leaving $-\tfrac12e^{-r}$.

Integrals over $r$ will follow from
\begin{equation}
\int_0^\infty r^n e^{-ar}\,dr=\frac{n!}{a^{n+1}},\qquad a>0,\quad n=0,1,2,\dots
\label{eq:gamma}
\end{equation}
For example, $\int\psi_0^2\,d^3r=4\int_0^\infty r^2e^{-2r}dr=4\cdot2/8=1$, so $\psi_0$ is normalised.

A static uniform electric field of strength $F$ points along $+z$. Its electrostatic potential, chosen to vanish at the nucleus, is $-Fz$. The electron has charge $-1$, and its additional potential energy is therefore
\begin{equation}
V=(-1)(-Fz)=+Fz=Fr\cos\theta .
\label{eq:v}
\end{equation}

We expand the state and its energy in powers of the field,
\begin{equation}
\psi=\psi_0+\psi_1+\psi_2+\cdots,\qquad
E=E_0+E_1+E_2+\cdots,
\label{eq:series}
\end{equation}
where the subscript is the power of $F$. The normalisation is fixed by $\langle\psi_0|\psi\rangle=1$, which requires $\langle\psi_0|\psi_1\rangle=0$. The polarisability $\alpha$ is defined by
\begin{equation}
E_2=-\tfrac12\alpha F^2 .
\label{eq:alphadef}
\end{equation}

A wave function is called admissible here if it and its gradient are square integrable over all space and bounded near the nucleus.

\section{The theorem}

\paragraph{Theorem.} Under these assumptions, the first-order equation has one and only one admissible solution orthogonal to $\psi_0$. It is
\begin{equation}
\boxed{\;\psi_1=-F\left(r+\frac{r^2}{2}\right)\cos\theta\,\psi_0\;}
\label{eq:psi1}
\end{equation}
The energy coefficients are $E_1=0$ and $E_2=-\tfrac94F^2$, so that
\begin{equation}
\boxed{\;\alpha=\frac92\;}
\label{eq:alpha}
\end{equation}
in units of $a_0^3$. To first order in $F$, the induced electric dipole moment is $\alpha F$ and points along the field.

\paragraph{Remark on the meaning of the expansion.} The theorem concerns the coefficients defined order by order in \eqref{eq:series}. It does not say that the complete atom in an unlimited uniform field has a stationary bound state. For $F>0$, the potential energy $-1/r+Fz$ decreases without limit as $z\to-\infty$. The electron can therefore tunnel through the barrier and escape. The perturbative state describes the atom when the field is weak and this escape is negligible over the time considered.

\section{The equations of first and second order}

\paragraph{Lemma 1.} The first-order energy vanishes, and
\begin{equation}
(H_0-E_0)\psi_1=-V\psi_0,\qquad
E_2=\langle\psi_0|V|\psi_1\rangle .
\label{eq:orders}
\end{equation}

\paragraph{Proof.} Insert \eqref{eq:series} into $(H_0+V)\psi=E\psi$. The terms proportional to $F$ and $F^2$ are, respectively,
\begin{align}
(H_0-E_0)\psi_1&=-(V-E_1)\psi_0,\label{eq:first}\\
(H_0-E_0)\psi_2&=-(V-E_1)\psi_1+E_2\psi_0.\label{eq:second}
\end{align}
Take the scalar product of each equation with $\psi_0$. The left sides vanish because $H_0$ is Hermitian and $(H_0-E_0)\psi_0=0$. Equation \eqref{eq:first} then gives
\begin{equation}
E_1=\langle\psi_0|V|\psi_0\rangle=F\int\psi_0^2\,z\,d^3r=0,
\end{equation}
since $\psi_0^2$ is even under $z\to-z$ and $z$ is odd. With $E_1=0$, equation \eqref{eq:second} gives $0=-\langle\psi_0|V|\psi_1\rangle+E_2$. This proves both formulas.

The energy through second order therefore needs only $\psi_1$. The next lemma turns its equation into one without the Coulomb potential.

\paragraph{Lemma 2.} For a function $f$ that is smooth away from the nucleus, at every point with $r>0$,
\begin{equation}
(H_0-E_0)(f\psi_0)=-\tfrac12\psi_0\nabla^2f-\nabla f\cdot\nabla\psi_0 .
\label{eq:product}
\end{equation}

\paragraph{Proof.} The product rule gives
\begin{equation}
\nabla^2(f\psi_0)=\psi_0\nabla^2f+2\nabla f\cdot\nabla\psi_0+f\nabla^2\psi_0 .
\end{equation}
Multiplication by $-\tfrac12$, followed by addition of $(-1/r-E_0)f\psi_0$, gives
\begin{equation}
(H_0-E_0)(f\psi_0)
=-\tfrac12\psi_0\nabla^2f-\nabla f\cdot\nabla\psi_0
+f(H_0-E_0)\psi_0 .
\end{equation}
The last term is zero.

Write $\psi_1=f\psi_0$. Since $\nabla\psi_0=-\hat{\mathbf r}\psi_0$, we have $-\nabla f\cdot\nabla\psi_0=+\psi_0\,\partial f/\partial r$. Lemmas 1 and 2 give
\begin{equation}
-\tfrac12\psi_0\nabla^2f+\psi_0\frac{\partial f}{\partial r}
=-Fr\cos\theta\,\psi_0 .
\end{equation}
Division by $-\psi_0$, which has no zeros, yields the Dalgarno-Lewis equation for this problem:
\begin{equation}
\tfrac12\nabla^2f-\frac{\partial f}{\partial r}=Fr\cos\theta .
\label{eq:dl}
\end{equation}

\section{Solution of the Dalgarno-Lewis equation}

\paragraph{Lemma 3.} The function $f=-F(r+r^2/2)\cos\theta$ solves \eqref{eq:dl}.

\paragraph{Proof.} The right side is proportional to $\cos\theta$, so we try
\begin{equation}
f=F\,g(r)\cos\theta .
\end{equation}
The angular derivatives in the Laplacian act on $\cos\theta$ as
\begin{equation}
\frac1{\sin\theta}\frac{d}{d\theta}
\left(\sin\theta\,\frac{d\cos\theta}{d\theta}\right)
=-\frac1{\sin\theta}\frac{d}{d\theta}\sin^2\theta
=-2\cos\theta .
\end{equation}
Therefore
\begin{equation}
\nabla^2(g\cos\theta)
=\left(g''+\frac{2g'}r-\frac{2g}{r^2}\right)\cos\theta .
\end{equation}
After division by $F\cos\theta$, equation \eqref{eq:dl} becomes
\begin{equation}
\frac{g''}{2}+\frac{g'}r-\frac g{r^2}-g'=r .
\label{eq:radial}
\end{equation}

Consider a polynomial whose highest power is $r^m$, with $m\ge1$. The term $-g'$ produces the highest power on the left, $r^{m-1}$. It must match $r$, so $m=2$. We put $g=c+ar+br^2$ and calculate each term:
\begin{align}
\frac{g''}{2}&=b, &
\frac{g'}r&=\frac ar+2b,\nonumber\\
-\frac g{r^2}&=-\frac c{r^2}-\frac ar-b, &
-g'&=-a-2br .
\end{align}
The terms $\pm a/r$ cancel, and the sum is
\begin{equation}
-\frac c{r^2}+(2b-a)-2br=r .
\end{equation}
Equating the coefficients of $r^{-2}$, $r$ and $r^0$ gives
\begin{equation}
c=0,\qquad b=-\tfrac12,\qquad a=2b=-1 .
\end{equation}
Thus $g=-(r+r^2/2)$, as stated.

The corresponding $\psi_1$ is admissible: it equals $-Fz(1+r/2)\psi_0$, is bounded with a bounded gradient near the nucleus, and decays exponentially at large distance. It is orthogonal to $\psi_0$ because it is odd in $z$.

\section{Uniqueness}

\paragraph{Lemma 4.} There is no other admissible first-order solution orthogonal to $\psi_0$.

\paragraph{Proof.} Let $\chi$ be the difference between two such solutions. The source terms cancel, so $(H_0-E_0)\chi=0$. Write $\chi=h\psi_0$. Equation \eqref{eq:product} can be put in the form
\begin{equation}
(H_0-E_0)(h\psi_0)
=-\frac1{2\psi_0}\nabla\cdot(\psi_0^2\nabla h),
\end{equation}
because $\nabla\cdot(\psi_0^2\nabla h)=\psi_0^2\nabla^2h+2\psi_0\nabla\psi_0\cdot\nabla h$. Multiply by $\chi^*=h^*\psi_0$ and integrate by parts:
\begin{equation}
0=-\tfrac12\int h^*\nabla\cdot(\psi_0^2\nabla h)\,d^3r
=\tfrac12\int\psi_0^2|\nabla h|^2\,d^3r .
\label{eq:positive}
\end{equation}

The surface terms must be examined. They contain
\begin{equation}
h^*\psi_0^2\nabla h
=\chi^*(\psi_0\nabla h)
=\chi^*(\nabla\chi+\hat{\mathbf r}\chi),
\end{equation}
where the last step uses $\nabla\chi=\psi_0\nabla h-\hat{\mathbf r}\chi$. This expression is bounded near the nucleus. Its integral over a small sphere around the origin therefore vanishes with the area of the sphere. At large distance, $\chi$ and $\nabla\chi$ are square integrable, so the magnitude of the same expression is integrable over space. Its surface integrals must then tend to zero along some sequence of increasing radii. Taking the limit along that sequence justifies \eqref{eq:positive}.

The integrand on the right of \eqref{eq:positive} is nonnegative, and $\psi_0$ is nonzero everywhere. Hence $\nabla h=0$, so $h$ is constant and $\chi=h\psi_0$. Orthogonality of both solutions to $\psi_0$ gives $0=\langle\psi_0|\chi\rangle=h$. The difference is zero.

\paragraph{Remark on the rejected radial solutions.} Without boundary conditions, the radial equation has more solutions. With zero on the right of \eqref{eq:radial}, two independent solutions are
\begin{equation}
h_1=\frac{1+2r+2r^2}{r^2},\qquad h_2=\frac{e^{2r}}{r^2}.
\label{eq:hom}
\end{equation}
For $h_1=r^{-2}+2r^{-1}+2$, the four terms on the left of \eqref{eq:radial} are, in order,
\begin{align}
&3r^{-4}+2r^{-3},\qquad -2r^{-4}-2r^{-3},\nonumber\\
&-r^{-4}-2r^{-3}-2r^{-2},\qquad 2r^{-3}+2r^{-2},
\end{align}
whose sum is zero. For $h_2$, after removal of the common factor $e^{2r}$, they are
\begin{align}
&2r^{-2}-4r^{-3}+3r^{-4},\qquad 2r^{-3}-2r^{-4},\nonumber\\
&-r^{-4},\qquad -2r^{-2}+2r^{-3},
\end{align}
which also sum to zero.

The general radial solution is thus $g=-(r+r^2/2)+Ah_1+Bh_2$. Near the origin it contains $(A+B)/r^2$. The norm integral would then contain $\int r^2\,r^{-4}\,dr$, which diverges at $r=0$ unless $A+B=0$. At large $r$, the term $Bh_2\psi_0$ grows as $Be^r/r^2$, so $B=0$ and hence $A=0$. The two boundary conditions remove the two free constants.

\section{Energy and induced dipole}

\paragraph{Proof of the theorem, completed.} Lemmas 3 and 4 establish \eqref{eq:psi1}. Insert it into the expression for $E_2$ in \eqref{eq:orders}:
\begin{align}
E_2&=\int\psi_0(Fr\cos\theta)
\left[-F\left(r+\frac{r^2}{2}\right)\cos\theta\,\psi_0\right]d^3r\nonumber\\
&=-\frac{F^2}{3}\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right).
\label{eq:e2moments}
\end{align}
The factor $1/3$ is the angular average $\tfrac12\int_{-1}^{1}u^2du$, with $u=\cos\theta$. Angle brackets denote averages in $\psi_0$. From \eqref{eq:gamma},
\begin{align}
\langle r^2\rangle&=4\int_0^\infty r^4e^{-2r}dr=4\cdot\frac{24}{32}=3,\\
\langle r^3\rangle&=4\int_0^\infty r^5e^{-2r}dr=4\cdot\frac{120}{64}=\frac{15}{2}.
\end{align}
Consequently
\begin{equation}
E_2=-\frac{F^2}{3}\left(3+\frac{15}{4}\right)
=-\frac{F^2}{3}\cdot\frac{27}{4}=-\frac94F^2 .
\end{equation}
Comparison with \eqref{eq:alphadef} gives $\alpha=2\cdot\tfrac94=\tfrac92$.

For the dipole, the nucleus at the origin contributes nothing and the electron contributes $d=-\langle z\rangle$. The unperturbed average of $z$ is zero. The norm of $\psi$ differs from one first at order $F^2$, because $\langle\psi_0|\psi_1\rangle=0$. To first order, therefore,
\begin{equation}
d=-2\langle\psi_0|z|\psi_1\rangle
=-\frac{2E_2}{F}=\frac92F=\alpha F .
\end{equation}
The factor 2 comes from the two equal cross terms of the real functions $\psi_0$ and $\psi_1$. This completes the proof.

\paragraph{Remark on the distortion.} The first-order change in electron density is
\begin{equation}
2\psi_0\psi_1=-2F\left(r+\frac{r^2}{2}\right)\cos\theta\,\psi_0^2 .
\end{equation}
For $F>0$, density is removed from the side $z>0$ and added to the side $z<0$. The negative electron cloud moves against the field, and its dipole consequently points along the field. The term $r$ in $\psi_1$ contributes $\tfrac23\langle r^2\rangle=2$ to $\alpha$, and the term $r^2/2$ contributes $\tfrac13\langle r^3\rangle=\tfrac52$.

Along any fixed direction outside the plane $z=0$, the relative change $|\psi_1/\psi_0|$ grows with distance; on that plane it is zero. On the $z$ axis it is $F(r+r^2/2)$, which becomes comparable to one near $r\approx\sqrt{2/F}$ when $F$ is small. The first-order wave function is not a small correction there, although the factor $\psi_0^2$ makes that region contribute little to $E_2$ in a weak field.

\paragraph{Remark on nuclear charge.} For a one-electron ion with nuclear charge $Z$, set $r=\rho/Z$. Both terms of the field-free Hamiltonian acquire a factor $Z^2$, while $V=(F/Z)\rho\cos\theta$. The total Hamiltonian is thus $Z^2$ times that of hydrogen in a field $F/Z^3$. It follows that
\begin{equation}
E_2=Z^2\left[-\frac94\left(\frac F{Z^3}\right)^2\right]
=-\frac{9F^2}{4Z^4},\qquad
\alpha=\frac{9}{2Z^4}.
\end{equation}
A more tightly bound electron is less easily displaced.

\section{Relation to the sum over excited states}

Let $|k\rangle$ be the other normalised eigenstates of $H_0$, with energies $E_k$. The sum over $k$ below includes an integral over the continuum. Projection of the first-order equation on $|k\rangle$ gives
\begin{equation}
(E_k-E_0)\langle k|\psi_1\rangle=-F\langle k|z|\psi_0\rangle .
\end{equation}
Insertion of the complete set into $E_2=F\langle\psi_0|z|\psi_1\rangle$ then yields
\begin{equation}
\alpha=2\sum_{k\ne0}
\frac{|\langle k|z|\psi_0\rangle|^2}{E_k-E_0}.
\label{eq:sum}
\end{equation}
Every term is nonnegative. Since $z\psi_0$ is a radial function times $\cos\theta$, the states that contribute are p states with zero angular momentum along $z$.

The 2p term can be calculated by hand. The radial functions are $R_{1s}=2e^{-r}$ and $R_{2p}=re^{-r/2}/\sqrt{24}$. Their radial dipole integral is
\begin{equation}
\int_0^\infty R_{2p}\,r\,R_{1s}\,r^2dr
=\frac2{\sqrt{24}}\int_0^\infty r^4e^{-3r/2}dr
=2\sqrt{24}\left(\frac23\right)^5 .
\end{equation}
Its square is $96(2/3)^{10}$, and the angular factor is again $1/3$. The energy denominator is $-\tfrac18+\tfrac12=\tfrac38$. The 2p share is therefore
\begin{equation}
\alpha_{2p}=2\cdot\frac{32(2/3)^{10}}{3/8}\approx2.960,
\end{equation}
or 65.8\% of $\alpha$. Numerical integration with the bound p functions from $n=2$ to $n=200$ gives a total of $3.663$. The remainder is $4.500-3.663=0.837$; it comprises the continuum and the bound states with $n>200$. In a separate calculation with a finite basis, the states of positive energy supply $0.84$. A finite basis has a finite level spacing near zero energy and cannot resolve the highest bound states, so its division between bound and continuum shares is only approximate; the numerical check requires agreement with the remainder within $0.03$. Bases of different extent move this share by about $0.01$, and a basis reaching only $20\,a_0$ moves it by much more. Evaluated directly from the exact states, the bound states with $n>200$ supply only about $8\times10^{-5}$ and the continuum supplies $0.8367$, so the continuum is the source of nearly all the remainder. The closed function \eqref{eq:psi1} contains all these contributions without requiring them one by one.

\section{Worked example: two finite fields}

Take $F=0.002$ atomic units, about $1.0\times10^{9}$ V/m. This is a very large field in the laboratory but a weak one for the atom: the weak-field tunnelling rate $(4/F)e^{-2/(3F)}$ is of order $10^{-125}$ per second here and $10^{-53}$ per second at twice this field. The theorem gives
\begin{align}
E_2&=-\tfrac94(0.002)^2=-9.00000\times10^{-6}\ \text{hartree},\\
d&=\tfrac92(0.002)=0.009000\ e a_0 .
\end{align}
At $r=4\,a_0$ on the positive $z$ axis, $g=-(4+8)=-12$. The relative change of the wave function there is $\psi_1/\psi_0=-12\times0.002=-0.024$.

For comparison, $H_0+Fz$ was diagonalised in a finite basis of localised functions with angular momenta from 0 to 3. Such a basis does not describe escape to infinity. Its lowest level represents the atom in the weak field only if the functions do not reach distances at which $F|z|$ exceeds the binding energy of about $\tfrac12$ hartree. At $F=0.004$, a basis extending to $120\,a_0$ still gives the atom, while one extending to $160\,a_0$ has as its lowest level a state at the far edge of the basis on the side $z<0$. The basis used here is short enough. The energy shift is $-9.00089\times10^{-6}$ hartree and the dipole is $0.009002\ ea_0$. At $F=0.004$, the second-order shift is $-3.60000\times10^{-5}$ hartree, while diagonalisation gives $-3.60142\times10^{-5}$ hartree.

The small differences come from higher powers of the field. Reflection $z\to-z$ changes $F$ into $-F$ without changing $H_0$. The ground state is not degenerate, so the reflection maps this level onto itself, and the expansion of its energy contains even powers of $F$ alone. For degenerate levels the reflection can exchange two levels instead: two of the $n=2$ levels shift linearly, by $\pm3F$. The apparent polarisability is then
\begin{equation}
\alpha_{\rm app}(F)=-\frac{2[E(F)-E_0]}{F^2}
=\alpha+CF^2+\cdots,
\end{equation}
with $C$ independent of $F$. Continuing the order-by-order solution gives $E_4=-\tfrac{3555}{64}F^4$, so $C=\tfrac{3555}{32}\approx111.1$, and $CF^2$ is $0.00044$ and $0.00178$ at the two fields. The ratio of successive even coefficients keeps growing with the order, from about 25 for the fourth over the second to more than 1000 at order 24, so the series is to be used as an asymptotic one, through its first terms at weak field. The calculated values are $4.50044$ and $4.50178$, in units of $a_0^3$. Their excesses over $4.5$ are $0.00044$ and $0.00178$. Doubling the field should multiply the leading excess by four, and the ratio from the unrounded values is $4.00$. The combination
\begin{equation}
\frac{4\alpha_{\rm app}(0.002)-\alpha_{\rm app}(0.004)}3
\end{equation}
removes the term $CF^2$. Evaluated from the unrounded values it is $4.50000\,a_0^3$, and the same combination of $d/F$ also gives $4.50000\,a_0^3$.

In ordinary length units, the polarisability volume is $\alpha=4.5\,a_0^3\approx0.667$ cubic ångström for the fixed nucleus assumed here. With the finite mass of the proton, the electron mass is replaced by the reduced mass and the value becomes $4.507\,a_0^3\approx0.668$ cubic ångström. The numerical check also solves the radial problem by finite differences, without using the closed form of $g$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Units: atomic units unless another unit is named
Largest residual of first-order equation: 2.5e-32
Mean r^2 in 1s: 3.000000 a0^2
Mean r^3 in 1s: 7.500000 a0^3
Part of alpha from the r term: 2.000000 a0^3
Part of alpha from the r^2/2 term: 2.500000 a0^3
Polarisability alpha: 4.500000 a0^3
Polarisability alpha: 0.6668 cubic angstrom
Finite differences: step 0.005 a0, outer radius 40 a0
g at r = 1 a0: finite differences -1.5000, formula -1.5000
g at r = 2 a0: finite differences -4.0000, formula -4.0000
g at r = 4 a0: finite differences -12.0000, formula -12.0000
alpha from finite differences: 4.5000 a0^3
Atomic unit of electric field: 5.1422e+11 V/m
Field F = 0.002 a.u.:
  energy shift, second order: -9.00000e-06 hartree
  energy shift, diagonalised: -9.00089e-06 hartree
  dipole, first order: 0.009000 e a0
  dipole, diagonalised: 0.009002 e a0
  apparent alpha, -2*shift/F^2: 4.50044 a0^3
Field F = 0.004 a.u.:
  energy shift, second order: -3.60000e-05 hartree
  energy shift, diagonalised: -3.60142e-05 hartree
  dipole, first order: 0.018000 e a0
  dipole, diagonalised: 0.018014 e a0
  apparent alpha, -2*shift/F^2: 4.50178 a0^3
Ratio of excess alpha at the two fields: 4.00
Zero-field alpha from energies: 4.50000 a0^3
Zero-field alpha from dipoles: 4.50000 a0^3
Sum over all p states of the basis: 4.50000 a0^3
Share of 2p: 2.9596 a0^3
Share of 2p in percent: 65.8 %
Share of bound states n = 2 to 200: 3.663 a0^3
Remainder, alpha minus bound share: 0.837 a0^3
Positive-energy share in the basis: 0.84 a0^3
\end{verbatim}
